# The Drude weight as the sum of nonadiabatic Born charges

Moving every atom of a crystal by the same small vector leaves the relative positions of the atoms unchanged. Any current beyond the convection of a neutral body must therefore come from the inertia of the electrons. Inertia enters through their mass $m$, and the response to an inertial force is a conductivity. For free carriers the conductivity is characterized by the Drude weight $D$, which has the dimensions of $ne^2/m$, where $n$ is a number density. Multiplying $D$ by the cell volume $\Omega$ and by $m/e^2$ gives a pure number. Since the response is linear in the conductivity, the sum of the Born charges over a cell must have the form

$$
\sum_\kappa Z_{\kappa,\alpha\beta}=C\,\frac{m\Omega D_{\alpha\beta}}{e^2},
$$

where $\kappa$ labels atoms and $C$ is a number that depends on how $D$ is normalized. An insulator has $D=0$, and the familiar neutrality rule follows. It remains to find $C$ and the conditions of validity.

In a metal the charges are best defined through a current. Let sublattice $\kappa$ move by $\mathbf u_\kappa(t)$, equally in every cell, while the macroscopic electric field is held at zero. To first order the total current density, from ions and electrons, obeys

$$
\Omega J_\alpha=e\sum_{\kappa\beta}Z_{\kappa,\alpha\beta}\,\dot u_{\kappa\beta}.
$$

Here $e>0$, electrons have charge $-e$, and $Z$ is in units of $e$. Oscillating quantities vary as $e^{-i\omega t}$, so $Z$ may depend on $\omega$ and be complex. The displacement is uniform from the start: the wavevector $q$ goes to zero before $\omega$ does. The opposite order lets the electrons screen a static, slowly varying displacement, and is a different problem.

Consider a rigid motion $\mathbf u(t)$ of the whole lattice. The electrons are nonrelativistic, the ionic potential $V$ is local, and the electron-electron interaction depends on relative positions only. In coordinates attached to the lattice, $\mathbf r'=\mathbf r-\mathbf u$, the wavefunction is $\psi'(\mathbf r',t)=\psi(\mathbf r'+\mathbf u,t)$. Its time derivative contains the extra term $\dot{\mathbf u}\cdot\nabla\psi$, so the Hamiltonian becomes

$$
H'=H_0-\dot{\mathbf u}\cdot\mathbf P,
$$

with $H_0$ the Hamiltonian of the lattice at rest and $\mathbf P$ the total electron momentum. A uniform vector potential $\mathbf A$ acting on electrons replaces each kinetic energy by

$$
\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac{e}{m}\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m}.
$$

The last term depends on time alone and changes only a phase. The linear terms agree if $\mathbf A=-m\dot{\mathbf u}/e$, which corresponds to the field

$$
\mathbf E_{\rm eff}=-\dot{\mathbf A}=\frac{m}{e}\ddot{\mathbf u}.
$$

The force on an electron is then $-e\mathbf E_{\rm eff}=-m\ddot{\mathbf u}$, the expected inertial force. This is not an electric field in the laboratory, where the macroscopic field is still zero.

The laboratory current has two parts. Convection gives the mean charge density times $\dot{\mathbf u}$, which vanishes because the cell is neutral. The electron current relative to the lattice is $\sigma\mathbf E_{\rm eff}$, where $\sigma$ is the conductivity at clamped ions. Since $\ddot{\mathbf u}=-i\omega\dot{\mathbf u}$,

$$
J_\alpha=-i\omega\frac{m}{e}\sum_\beta\sigma_{\alpha\beta}(\omega)\,\dot u_\beta .
$$

Comparison with the definition of $Z$, with all $\mathbf u_\kappa$ equal, gives

$$
\sum_\kappa Z_{\kappa,\alpha\beta}(\omega)=-\frac{i\omega m\Omega}{e^2}\,\sigma_{\alpha\beta}(\omega).
$$

Now define the Drude weight by the free-carrier part of the conductivity,

$$
\sigma_{\alpha\beta}=\frac{i}{\pi}\frac{D_{\alpha\beta}}{\omega+i0}.
$$

The imaginary part of $1/(\omega+i0)$ is $-\pi\delta(\omega)$, so $\operatorname{Re}\sigma$ contains $D\delta(\omega)$. At a small nonzero frequency the factors $-i\omega$ and $i/\omega$ multiply to one, and

$$
\boxed{\sum_\kappa Z_{\kappa,\alpha\beta}=\frac{m\Omega D_{\alpha\beta}}{\pi e^2}}
$$

Thus $C=1/\pi$, and in units with $e=m=1$ the sum is $\Omega D/\pi$. "Small" means below the interband transitions but well above the scattering rate $1/\tau$. For free electrons $D=\pi ne^2/m$ and the sum is $n\Omega$, the number of electrons per cell: the ions move and the electrons stay behind. A periodic potential drags some of them along, and $D$ measures what is left.

For an insulator of static electronic susceptibility $\chi$, the polarization $\varepsilon_0\chi\mathbf E$ has the current $-i\omega\varepsilon_0\chi\mathbf E$. With $\sigma=-i\omega\varepsilon_0\chi$ the general rule gives

$$
\sum_\kappa Z_\kappa(\omega)\simeq-\frac{m\Omega\varepsilon_0\chi}{e^2}\,\omega^2,
$$

which vanishes at low frequency. Bound electrons in a metal add a correction of the same form.

The frame argument gives the sum but not the charge of a single atom. For that, take independent electrons in a periodic potential that follows the positions of the atoms. A uniform sublattice displacement preserves lattice periodicity, so it couples only states of equal Bloch vector $\mathbf k$. The state that starts as $|n\rangle$ at energy $E_n$ is, apart from a phase,

$$
|\psi_n\rangle=|n\rangle+\sum_{l\ne n}a_l|l\rangle .
$$

Projecting the Schrödinger equation on $|l\rangle$ to first order gives

$$
i\hbar\langle l|\dot n\rangle+i\hbar\dot a_l=(E_l-E_n)a_l .
$$

For slow motion $\dot a_l$ is dropped. Perturbation theory gives $\langle l|\dot n\rangle=\dot u\,h_{ln}/(E_n-E_l)$ with $h=\partial H/\partial u_{\kappa\beta}$, and therefore

$$
a_l=-i\hbar\dot u\,\frac{h_{ln}}{(E_n-E_l)^2}.
$$

The change of momentum is $2\operatorname{Re}\sum_l p_{\alpha,nl}a_l$. Because $\operatorname{Re}(-iz)=\operatorname{Im}z$, and the electron current per cell is $-e/m$ times the momentum,

$$
Z_{\kappa,\alpha\beta}=Z^{\rm ion}_\kappa\delta_{\alpha\beta}-\frac{2\hbar}{m}\sum_n f_n\sum_{l\ne n}\frac{\operatorname{Im}\!\left[p_{\alpha,nl}\left(\partial H/\partial u_{\kappa\beta}\right)_{ln}\right]}{(E_n-E_l)^2}.
$$

The sum over $n$ includes bands, spin and the average over $\mathbf k$, and $f_n$ is the occupation. Time-reversal symmetry, assumed here, makes the momenta at $\mathbf k$ and $-\mathbf k$ cancel at any fixed displacement, so no current proportional to $u$ itself appears. Pairs of equally occupied states also cancel, since exchanging $n$ and $l$ reverses the imaginary part. What is needed is a nonzero vertical gap between occupied and empty states. The occupations do not change: the Fermi surface is not allowed to relax as the atoms move, which is the nonadiabatic feature of these charges.

Summing over atoms uses translation. The ionic potential is a function of $\mathbf r-\mathbf u$, and $[p_\beta,V]=-i\hbar\,\partial V/\partial r_\beta$, so

$$
\sum_\kappa\frac{\partial H}{\partial u_{\kappa\beta}}=-\frac{\partial V}{\partial r_\beta}=-\frac{i}{\hbar}[p_\beta,H].
$$

Its matrix element is $-(i/\hbar)(E_n-E_l)p_{\beta,ln}$. One energy denominator cancels, and the imaginary part of $-i$ times a product is minus its real part. Neutrality gives $\sum_\kappa Z_\kappa^{\rm ion}=\sum_nf_n$. Hence

$$
\sum_\kappa Z_{\kappa,\alpha\beta}=\sum_nf_n\left[\delta_{\alpha\beta}+\frac{2}{m}\sum_{l\ne n}\frac{\operatorname{Re}(p_{\alpha,nl}p_{\beta,ln})}{E_n-E_l}\right].
$$

The bracket is the inverse effective mass in units of $1/m$. To see this, change $\mathbf k$ by $\delta\mathbf k$ in $(\mathbf p+\hbar\mathbf k)^2/2m+V$. The energy gains $\hbar^2\delta k^2/2m$ directly, and second-order perturbation by $\hbar\,\delta\mathbf k\cdot\mathbf p/m$ supplies the rest. Taking two derivatives and multiplying by $m/\hbar^2$ reproduces the bracket, so

$$
\sum_\kappa Z_{\kappa,\alpha\beta}=\frac{m}{\hbar^2}\sum_nf_n\frac{\partial^2E_n}{\partial k_\alpha\partial k_\beta}.
$$

The Drude weight contains the same sum. In a field, $\hbar\dot{\mathbf k}=-e\mathbf E$ and the band velocity is $v_\alpha=\hbar^{-1}\partial E_n/\partial k_\alpha$. The current $J_\alpha=-(e/\Omega)\sum f_nv_\alpha$ then grows as

$$
\dot J_\alpha=\frac{e^2}{\hbar^2\Omega}\sum_{n\beta}f_n\frac{\partial^2E_n}{\partial k_\alpha\partial k_\beta}E_\beta=\frac1\pi\sum_\beta D_{\alpha\beta}E_\beta ,
$$

where the last form follows from $-i\omega\sigma=D/\pi$. Eliminating the band sum returns the boxed result.

A filled band contributes nothing, because the integral of a derivative of a periodic function over the Brillouin zone is zero. A partly filled band leaves a term from the Fermi surface. In one dimension, with period $a$, spin degeneracy and one pair of Fermi points, the sum is $(2a/2\pi)(m/\hbar^2)$ times the difference $2\hbar|v_F|$ of the end slopes:

$$
\sum_\kappa Z_\kappa=\frac{2am|v_F|}{\pi\hbar}.
$$

A chain with two unlike atoms shows the division between sites. In atomic units, $a=6$ and the atoms sit at 0 and 2.22. Their attractive Gaussian wells have Fourier components $-(S/a)e^{-G^2w^2/2}$, apart from the site phase, with $S=1.2$ and 0.5 and width $w=0.6$. The ion charges are 2 and 1, so three electrons fill one band and half of the next. The formula for single atoms gives 1.2168 and 1.0371, with sum 2.2539. The Fermi speed, taken separately from the slope of the band, is 0.59008, and

$$
\frac{2\times6\times0.59008}{\pi}=2.2539.
$$

Solving the time-dependent Schrödinger equation while one atom or both are slowly displaced gives the same three charges to the digits quoted. Of the three electrons per cell, the equivalent of 2.25 stays behind.

With ion charges 1 and 1 and only the lower band filled, the same wells give charges $-1.4213$ and $+1.4213$, whose sum is zero within the numerical resolution. Returning to three electrons and raising the frequency from zero to 0.1 hartree$/\hbar$ lowers the metallic sum from 2.254 to 2.231. The sign is that of the bound-electron correction, $-\omega^2$ times a positive polarizability.

Interactions between electrons do not spoil the algebra if they are translation invariant, because the total momentum commutes with them. For electrons on a ring, replace band states by many-body states and $\mathbf p$ by $\mathbf P$. The sum for the entire ring becomes $(m/\hbar^2)\,\partial^2\mathcal E_0/\partial k^2$, where $\mathcal E_0$ is the energy of a nondegenerate ground state and every momentum is shifted by $\hbar k=eA$. The current density is $-\Omega_{\rm ring}^{-1}\partial\mathcal E_0/\partial A$, so the same curvature fixes the Drude weight once the ring is made large.

As a small case, put two electrons in a spin singlet on a ring formed by one cell of the chain, with repulsion $\sum_{j=1}^{3}0.30\,e^{-0.2j^2}\cos[2\pi j(x_1-x_2)/a]$ hartree. The Born sum and the energy curvature are both 1.6113. Without repulsion the curvature is 1.2534. In this ring the interaction changes the value substantially but leaves the identity intact. So small a ring tests the identity, not the Drude weight of an extended metal.

Locality of the potential does matter. With a nonlocal pseudopotential the velocity is $\mathbf v=\hbar^{-1}\partial H_{\mathbf k}/\partial\mathbf k$, which differs from $\mathbf p/m$. An electric field couples to $\mathbf v$, whereas the moving frame still couples to $\mathbf p$. Repeating the sum over atoms with $v_\alpha$ as the current operator gives

$$
\sum_\kappa Z_{\kappa,\alpha\beta}=\sum_nf_n\left[\delta_{\alpha\beta}+2\sum_{l\ne n}\frac{\operatorname{Re}(v_{\alpha,nl}p_{\beta,ln})}{E_n-E_l}\right]=\sum_nf_n\frac{\partial\langle p_\beta\rangle_n}{\partial(\hbar k_\alpha)}.
$$

The second equality holds because $\partial_{k_\alpha}|n\rangle$ has components $\hbar v_{\alpha,ln}/(E_n-E_l)$, while $\delta_{\alpha\beta}$ comes from the explicit $\hbar\mathbf k$ in the momentum of a Bloch state. Filled bands still give zero, since $\langle\mathbf p\rangle$ is periodic in $\mathbf k$. The Drude weight, however, contains $m\langle\mathbf v\rangle$ in place of $\langle\mathbf p\rangle$. Adding to the first atom of the chain the term $(0.6/a)e^{-0.32(K^2+K'^2)}$ between plane waves $K$ and $K'$ makes the Born sum 2.7138, while the Drude expression gives 2.5002. The mismatch is 8.5% of the latter in this model. A calculation with nonlocal pseudopotentials should therefore not be expected to satisfy the boxed equality without a correction.

Scattering sets the other main limit. Suppose that carriers of density $n$ and effective mass $m^*$ relax towards the moving lattice, which carries its impurities with it. Their relative velocity obeys

$$
\dot v_r=-\frac{m}{m^*}\ddot u-\frac{v_r}{\tau}.
$$

At frequency $\omega$ this becomes $(1/\tau-i\omega)v_r=i\omega(m/m^*)\dot u$. The current is $-nev_r$, and

$$
\sum_\kappa Z_\kappa(\omega)=n\Omega\frac{m}{m^*}\,\frac{-i\omega\tau}{1-i\omega\tau}.
$$

For $\omega\tau\gg1$ the last factor tends to one and the metallic rule holds. For $\omega\tau\ll1$ it tends to zero: collisions carry the electrons along with the lattice, and the neutrality rule returns even in a metal.

Heavily n-doped germanium gives a sense of scale. Choose as model inputs, of typical size but not measured data, a density of $5\times10^{19}$ cm$^{-3}$, a lattice constant of 0.566 nm, and four L valleys with masses $1.6m$ along the valley axis and $0.08m$ across it. Averaging the inverse-mass tensors of the four equally occupied valleys gives an isotropic result with conductivity mass

$$
\frac{m_c}{m}=\frac{3}{1/1.6+2/0.08}=0.117 .
$$

The primitive cell has volume $0.566^3/4=0.0453$ nm$^3$ and holds 0.00227 conduction electrons. The Drude weight $\pi ne^2/m_c$ is $3.78\times10^{17}$ S/(cm s), and the clean Born sum is

$$
\frac{0.00227}{0.117}=0.0194 .
$$

Inversion about the midpoint of a bond exchanges the two germanium sites and leaves the charge tensor unchanged, so on average over the dopants each atom carries half, about 0.0097. A rigid shift of 1 pm produces a polarization of 0.0068 μC/cm$^2$. In the optical mode of germanium the two atoms move oppositely and their equal charges give no net dipole. The phonon energy therefore serves below only as a time scale for a hypothetical rigid motion.

Set beside a real doped layer, the clean value is an idealization. At a phonon energy of 0.037 eV, a rough mobility of 300 cm$^2$/Vs gives $\tau=m_c\mu/e=20$ fs and $\omega\tau=1.12$. The scattering factor is $0.56-0.50i$, so the free-carrier sum becomes about $0.0108-0.0096i$. This is the largest of the sized corrections to the charge. At 300 K, a nonparabolicity of 0.3 eV$^{-1}$ multiplies the Drude weight by 0.94. Carriers in the Γ valley, placed 0.14 eV above the L minima with mass $0.04m$, add about 0.1% of the parabolic L-valley Drude weight, or 0.08% net once they are removed from L at fixed density. The six heavier Δ valleys are left out of the model. Placed 0.18 to 0.20 eV above L with typical masses, they would take roughly 0.5 to 2% of the carriers and lower the Drude weight by 0.3 to 1.2%. Bound electrons, with relative permittivity 16, add $-0.0007$, or 3.5% of the clean sum in magnitude. These are estimates for the stated parameters, not measured charges.

Geometry is a separate limitation. Without collisions, an electron with the Fermi energy of 0.080 eV and the light transverse mass would travel about 66 nm in one period of the phonon on a parabolic band, or 64 nm with the nonparabolicity above. For such clean carriers, a displacement that varies in space counts as uniform only if its wavelength is much longer than this. A rigid motion parallel to an isolated thin layer is uniform, and the frame argument then applies with the conductivity of the layer itself in place of the bulk one, provided the layer is thin enough for the field to stay near zero. An oscillating sheet current $Jd$ in a free layer of thickness $d$ produces a field of about $-Z_0Jd/2$, with $Z_0=377\ \Omega$ the impedance of free space. This is small against $\mathbf E_{\rm eff}$ only for $d\ll2/(Z_0|\sigma|)$. With $|\sigma|=D/\pi\omega$ at the phonon energy this length is about 25 nm for the clean carriers above, and a thicker layer carries much less current than the sum rule gives. Motion normal to an electrically isolated layer builds up surface charge and a macroscopic field, contrary to the zero-field definition. For such motion the bulk sum cannot be used directly, and the size of the change requires a calculation with the actual boundaries. The numerical output below lists the values used here.

## Computed results

```
MODEL CRYSTALS (atomic units; charges in e)
1D cell length: 6 bohr
1D second atom position: 2.22 bohr
1D potential strength A: 1.2 hartree bohr
1D potential strength B: 0.5 hartree bohr
1D potential width: 0.6 bohr
1D ion charge A: 2 e
1D ion charge B: 1 e
1D Born charge A: 1.2168 e
1D Born charge B: 1.0371 e
1D Born sum: 2.2539 e
1D Fermi speed: 0.59008 a.u.
1D sum from Fermi speed: 2.2539 e
1D real-time charge A: 1.2168 e
1D real-time charge B: 1.0371 e
1D real-time charge, both atoms: 2.2539 e
Filled band charge A: -1.4213 e
Filled band charge B: 1.4213 e
Filled band sum: 5.9e-07 e
Test frequency: 0.1 hartree/hbar
1D sum at test frequency: 2.231 e
Nonlocal potential: Born sum: 2.7138 e
Nonlocal potential: momentum formula: 2.7138 e
Nonlocal potential: Drude formula: 2.5002 e
2D Born sum xx, xy, yy: 0.32453, 0.01274, 0.26713 e
2D band curvature xx, xy, yy: 0.32449, 0.01274, 0.26710
Interacting ring: Born sum: 1.6113 e
Interacting ring: flux curvature: 1.6113
Ring without repulsion: flux curvature: 1.2534
DOPED GERMANIUM (rough typical inputs)
Lattice constant: 0.566 nm
Primitive cell volume: 0.04533 nm^3
Electron density: 5e+19 cm^-3
Longitudinal L mass: 1.6 m
Transverse L mass: 0.08 m
Conductivity mass: 0.11707 m
Electrons per cell: 0.0022665
Drude weight D: 3.7809e+17 S/(cm s)
Clean Born sum per cell: 0.01936 e
Clean Born charge per atom: 0.0096799 e
Polarization for 1 pm rigid shift: 0.0068426 uC/cm2
Mobility: 300 cm2/Vs
Scattering time: 19.969 fs
Optical phonon energy: 0.037 eV
omega tau at phonon energy: 1.1225
Scattering factor: 0.5575 -0.4967 i
Temperature: 300 K
Nonparabolicity: 0.3 1/eV
Fermi level above L minimum: 0.080213 eV
Nonparabolic Drude factor: 0.93607
Gamma valley: offset 0.14 eV, mass 0.04 m
Gamma-valley share of Drude weight: 0.11247 %
Relative permittivity: 16
Interband background in Born sum: -0.0006751 e
Wavelength scale 2 pi v/omega: 66.382 nm
```
